# Conductance fluctuations of a wire longer than its coherence length

**Question**

I am stuck on an exercise about thin metal wires at low temperature. The wire has length $L$, larger than the phase coherence length $L_\phi$. I am told to divide it into independent coherent segments and to show that the rms conductance fluctuation scales as $(L_\phi/L)^{3/2}$ when thermal averaging is negligible.

I know that one coherent segment has a fluctuation of order $e^2/h$. With $N=L/L_\phi$ independent segments I expected the usual $1/\sqrt N$ of averaging, which gives $(L_\phi/L)^{1/2}$. Where does the extra factor $L_\phi/L$ come from? I also don't see what "thermal averaging is negligible" requires, or whether any of this matters for a real copper line.

**Answer**

Your $1/\sqrt N$ is correct for the *relative* fluctuation. The exercise asks for the absolute fluctuation of $G$, and the mean conductance itself falls as $1/N$. The product of the two gives $N^{-3/2}$. Here is the full argument, including the conditions it needs.

**What fluctuates, and what is assumed**

Take many wires with the same dimensions and the same number of impurities, but with different impurity positions. Electron waves interfere differently in each, so the conductances differ. "Rms fluctuation" means the standard deviation over this ensemble. It is a static difference between samples, not a noise in time.

Write $G_i$ for the conductance of segment $i$ and $R_i=1/G_i$ for its resistance. The assumptions are these.

1. The width, the thickness and the mean free path are smaller than $L_\phi$, and $L_\phi$ is far below the localization length, beyond which interference suppresses conduction. Each segment is then diffusive, and the wire is divided along its length only.
2. Phase memory is lost between segments, so there is no interference between them and their resistances add.
3. The segments are statistically alike and independent, with mean conductance $G_\phi$ and rms fluctuation $\delta G_\phi=C\,e^2/h$, where $C$ is a number of order one.
4. $\delta G_\phi\ll G_\phi$, so that first-order expansions suffice.

The value of $\delta G_\phi$ is an input here, known as universal conductance fluctuations. For the dependence on $L$ at fixed $L_\phi$, it is enough that $\delta G_\phi$ does not depend on $L$. Its universality matters when $L_\phi$ is varied: the factor $L_\phi^{3/2}$ then holds with a constant $C$.

**From conductance to resistance and back**

The same current passes through every segment, and the voltages add. Therefore

$$R=\sum_{i=1}^{N}R_i,\qquad N=\frac{L}{L_\phi}.$$

To leading order each mean resistance is $R_\phi=1/G_\phi$, so the whole wire has

$$R=N R_\phi,\qquad G=\frac{1}{R}=\frac{G_\phi}{N}.$$

Now let the conductance of segment $i$ deviate by $\Delta G_i$ from its mean. Differentiating $R_i=1/G_i$ gives

$$\Delta R_i=-\frac{\Delta G_i}{G_\phi^2}=-R_\phi^2\,\Delta G_i .$$

The minus sign says that a better conducting segment has a lower resistance. It disappears on squaring. The total deviation is $\Delta R=\sum_i\Delta R_i$, and its mean square is

$$\langle\Delta R^2\rangle=\sum_i\langle\Delta R_i^2\rangle+\sum_{i\ne j}\langle\Delta R_i\,\Delta R_j\rangle .$$

For independent segments each cross term factorizes into $\langle\Delta R_i\rangle\langle\Delta R_j\rangle$, which is zero. What remains is $N$ equal terms:

$$\langle\Delta R^2\rangle=N R_\phi^4\,\delta G_\phi^2,\qquad \delta R=\sqrt N\,R_\phi^2\,\delta G_\phi .$$

To return to the conductance of the whole wire, differentiate $G=1/R$. This time the *total* resistance enters:

$$\delta G=\frac{\delta R}{R^2}=\frac{\sqrt N\,R_\phi^2\,\delta G_\phi}{N^2R_\phi^2}=N^{-3/2}\,\delta G_\phi .$$

Inserting $N=L/L_\phi$ and $\delta G_\phi=C\,e^2/h$,

$$\boxed{\;\delta G=C\,\frac{e^2}{h}\left(\frac{L_\phi}{L}\right)^{3/2}\;}$$

The exponent of $N$ is $\tfrac12-2$. The $\tfrac12$ comes from random addition of the resistance deviations. The $-2$ comes from the conversion with $1/R^2$.

Your original expectation follows by dividing by the mean:

$$\frac{\delta G}{G}=\frac{N^{-3/2}\,\delta G_\phi}{N^{-1}G_\phi}=\frac{1}{\sqrt N}\,\frac{\delta G_\phi}{G_\phi}.$$

**What independence and phase loss each contribute**

If all segments deviated by the same amount, the resistance deviations would add as $N$ instead of $\sqrt N$. The result would be $\delta G=N\cdot N^{-2}\,\delta G_\phi=N^{-1}\delta G_\phi$. Independence is thus responsible for the last factor $N^{-1/2}$.

Real segments have no sharp boundaries, and some interference paths straddle two neighbours. Suppose the deviations of adjacent segments have correlation coefficient $r$, and more distant ones have none. There are $N-1$ adjacent pairs, each appearing twice in the double sum, so

$$\langle\Delta R^2\rangle=R_\phi^4\,\delta G_\phi^2\,\bigl[N+2r(N-1)\bigr].$$

The rms value is multiplied by $\sqrt{1+2r(N-1)/N}$, which tends to the constant $\sqrt{1+2r}$ for large $N$. For $r>-\tfrac12$, such short-range correlation changes the prefactor and leaves the large-$N$ exponent alone. The exponent is therefore firmer than the value of $C$, which also depends on how $L_\phi$ is defined.

At $L=L_\phi$ the formula returns $\delta G_\phi$ by construction of the segment model. A real wire approaches the power law only for $L\gg L_\phi$. The formula should not be continued to $L<L_\phi$, where there is less than one segment and nothing to add.

**A numerical test of the scaling**

The segment fluctuations need not be taken from an assumed distribution. I computed them from quantum transmission through disordered strips on a square lattice, 10 sites wide and 30 sites long, with 8 open channels. Per spin and in units of $e^2/h$, the mean segment conductance was 2.543 and the rms fluctuation 0.379. Segments drawn at random from this ensemble were then joined in series, with current conservation imposed at each node. Each node acts as a contact, so every segment keeps its own contact resistance. A continuous wire has contacts only at its two ends. Its prefactor relative to $\delta G_\phi$ would differ, and it would approach the power law more slowly. The fit below therefore tests the series model, not a continuous wire.

A power-law fit over $N=2$ to $32$ gave the exponent $-1.490$, against the predicted $-1.5$. The ratio of the computed rms to $N^{-3/2}\delta G_\phi$ lay between 1.018 and 1.055.

That small excess has the size expected from the linearization. Let $c=\delta G_\phi/G_\phi$ and $y=\Delta G_i/G_\phi$, and expand $R_i/R_\phi=1-y+y^2-y^3+\dots$. If $y$ is Gaussian, then $\langle y^2\rangle=c^2$ and $\langle y^4\rangle=3c^4$, and odd moments vanish. The mean of $R_i/R_\phi$ is $1+c^2$ to this order. Its variance collects $c^2$ from $y$, $3c^4-c^4=2c^4$ from $y^2$, and $2\langle y\,y^3\rangle=6c^4$ from the cross term, in total $c^2(1+8c^2)$. For large $N$, the relation $\delta G=\delta R/R^2$ then gives

$$\frac{\delta G}{N^{-3/2}\,\delta G_\phi}\approx\frac{\sqrt{1+8c^2}}{(1+c^2)^2}\approx1+4c^2-2c^2=1+2c^2 .$$

With $c=0.149$ this is 1.044. The Gaussian form is an assumption, so this is an estimate of the excess, not a fit to it.

The role of phase loss shows in a strip of four segment lengths. Kept coherent throughout, it had an rms fluctuation of 0.338 over 600 samples, a value uncertain by several percent. Four segments joined without phase memory had 0.049, several times less. Part of this drop comes from the contact resistance at the joints. Counting it only once would give about 0.08, still well below the coherent value. The coherent strip had a mean conductance of only 0.655, so it was no longer a good metal. It shows that the law fails without phase loss, but it is not a clean measurement of the universal value.

**When thermal averaging is negligible**

At temperature $T$ the measured conductance is an average over electron energy $\varepsilon$ with weight $-df/d\varepsilon$, where $f$ is the Fermi function. The fluctuation comes from interference between pairs of paths. If the two paths of a pair take times that differ by $t$, their relative phase changes with energy as $\varepsilon t/\hbar$. Averaging therefore multiplies that interference term by

$$F=\int_{-\infty}^{\infty}\!\left(-\frac{df}{d\varepsilon}\right)e^{i\varepsilon t/\hbar}\,d\varepsilon ,$$

with $\varepsilon$ measured from the chemical potential. Set $u=\varepsilon/k_BT$, $a=k_BTt/\hbar$ and $p=1/(1+e^{-u})$. Then $dp=p(1-p)\,du$, which is exactly the thermal weight, and $e^{u}=p/(1-p)$. The integral becomes a beta function:

$$F=\int_0^1p^{\,ia}(1-p)^{-ia}\,dp=\Gamma(1+ia)\,\Gamma(1-ia)=\frac{\pi a}{\sinh\pi a}.$$

The last step uses $\Gamma(1+z)\Gamma(1-z)=\pi z/\sin\pi z$ with $z=ia$.

Coherent paths last for about the coherence time $\tau_\phi=L_\phi^2/D$, where $D$ is the diffusion constant, so typical time differences reach this size. Define the thermal length $L_T=\sqrt{\hbar D/(k_BT)}$. At $t=\tau_\phi$,

$$\pi a=\frac{\pi k_BT}{\hbar}\,\frac{L_\phi^2}{D}=\pi\left(\frac{L_\phi}{L_T}\right)^2 .$$

The factor $F$ is close to one if $L_\phi\ll L_T$. That is the condition hidden in the wording of the exercise. Note that it compares $L_T$ with $L_\phi$, not with $L$.

In the opposite case, $L_T\ll L_\phi$, a rough count goes as follows. Interference patterns lose their similarity over an energy separation that scales as $\hbar/\tau_\phi$, with a numerical factor that can reach several units and is dropped here. The thermal window contains about $k_BT\tau_\phi/\hbar=(L_\phi/L_T)^2$ of them, so averaging reduces the fluctuation of each segment by about $L_T/L_\phi$. The series argument is unchanged, and

$$\delta G\sim\frac{e^2}{h}\,\frac{L_T}{L_\phi}\left(\frac{L_\phi}{L}\right)^{3/2}=\frac{e^2}{h}\,\frac{L_T\,L_\phi^{1/2}}{L^{3/2}} .$$

In this estimate the power $L^{-3/2}$ survives, but the dependence on $L_\phi$ weakens from $L_\phi^{3/2}$ to $L_\phi^{1/2}$.

The strips behave accordingly. I averaged their transmission over nine energies that represent the thermal weight. For $k_BT$ equal to 0.091 of the strip's own diffusive energy scale, $\hbar D$ divided by its length squared, the rms fluctuation kept 0.9986 of its value. For $k_BT$ equal to 20 times that scale, it fell to 0.468. Across the nine energies of the wider window the number of open channels also varies, from 7 to 9, and so few energies cannot test the power law of the rough count. The value 0.468 is not converged: nine energies sample the wide window too coarsely, and a grid of 30 to 60 energies lowers it by about 0.06, to roughly 0.41. The limited number of strips adds a few percent of scatter. The two values only illustrate weak and strong averaging.

**Numbers for a copper line**

Take a line of $30\ \text{nm}\times30\ \text{nm}$ cross-section and length $5\ \mu\text{m}$ at $0.2$ K. Let the residual resistivity be $\rho=3\ \mu\Omega\,\text{cm}$ and $L_\phi=200$ nm, both rough values, and set $C=1$ for simplicity. Diagrammatic theory for a long wire gives $C$ between about 1.2 and 3.5, depending on spin-orbit scattering and on whether time-reversal symmetry is broken. This $C$ is the prefactor of the long-wire law. It is not the rms fluctuation of an isolated piece of length $L_\phi$ between wide contacts, which is smaller. The fluctuations below are therefore order-of-magnitude values, probably on the low side.

The free-electron model with density $n=8.5\times10^{28}\ \text{m}^{-3}$ gives the Fermi velocity $v_F=\hbar(3\pi^2n)^{1/3}/m=1.575\times10^6$ m/s. The mean free path is $\ell=mv_F/(ne^2\rho)=21.9$ nm, and $D=v_F\ell/3=115\ \text{cm}^2/\text{s}$. Then $\tau_\phi=3.48$ ps and $L_T=663$ nm. The order $\ell,\ 30\ \text{nm}<L_\phi<L_T$ is as required.

The resistance is

$$R=\frac{\rho L}{A}=\frac{(3\times10^{-8}\ \Omega\,\text{m})(5\times10^{-6}\ \text{m})}{9\times10^{-16}\ \text{m}^2}=167\ \Omega,\qquad G=6.00\ \text{mS}.$$

There are $N=5000/200=25$ segments, and $N^{3/2}=125$. With $e^2/h=38.74\ \mu\text{S}$,

$$\delta G=\frac{38.74\ \mu\text{S}}{125}=0.31\ \mu\text{S}=0.008\,\frac{e^2}{h}.$$

The resistance route agrees. Each segment has $R_\phi=6.667\ \Omega$ and $\delta R_\phi=R_\phi^2\,\delta G_\phi=1.72\ \text{m}\Omega$, so $\delta R=\sqrt{25}\times1.72\ \text{m}\Omega=8.6\ \text{m}\Omega$. Dividing by $R^2$ returns $0.31\ \mu\text{S}$. Relative to the mean, $\delta G/G=5.2\times10^{-5}$. Doubling the length, with everything else held fixed, lowers $\delta G$ to $0.11\ \mu\text{S}$.

The neglected effects can be sized for the same line:

- **Thermal averaging.** The factor $F$ is 0.99 for a time difference $\tau_\phi$ and 0.89 for $3\tau_\phi$.
- **Correlated neighbours.** An assumed $r=0.25$ would raise $\delta G$ by a factor 1.22.
- **Nonlinearity.** $\delta G_\phi/G_\phi=2.6\times10^{-4}$, so the $2c^2$ correction is negligible.
- **Localization.** A coherent piece would need a length of about $LG/(e^2/h)=774\ \mu\text{m}$ before its mean conductance fell to $e^2/h$. This is far above $L_\phi$.

To limit heating and energy averaging by the bias, one may keep the voltage across the wire near $k_BT/e=17\ \mu\text{V}$. The current is then about $0.1\ \mu\text{A}$, and $\delta R$ corresponds to $0.89$ nV. The Johnson noise of the wire is $\sqrt{4k_BTR}=0.043\ \text{nV}/\sqrt{\text{Hz}}$, so the wire's own thermal noise does not hide the effect in a bandwidth of 1 Hz. Amplifier noise is not included. Comparing separate wires would not reveal the effect, because a width difference of about 2 pm changes $G$ by as much. One instead sweeps a magnetic field through a single wire, which alters the interference. The field scale is set by $(h/e)/(L_\phi\times30\ \text{nm})\approx0.7$ T; in diffusive theory the correlation of the pattern falls to half at about 0.4 of this, near 0.3 T. At this temperature such fields also align magnetic impurities and suppress the dephasing they cause. For free spin-½ impurities the Zeeman energy is 4.7 $k_BT$ at 0.7 T, which would raise $L_\phi$ to about $L_T$, and by 1.5 T $L_\phi$ would approach the length of the wire. Near zero field, the sweep also suppresses weak localization, a systematic interference correction to the mean conductance. For this line that shift is about 3 $\mu\text{S}$ without spin-orbit scattering and about 1.5 $\mu\text{S}$, of opposite sign, with strong spin-orbit scattering. It can reach several $\mu\text{S}$ when spin flips set $L_\phi$. In each case it is larger than $\delta G$. The fluctuation is therefore read from the irregular part of the curve at higher fields, after a smooth background has been subtracted. This measures the value estimated here only if $L_\phi$ stays at 200 nm in the field. If magnetic impurities are what keeps $L_\phi$ short, the sweep leaves the regime $N=25$, $L_\phi<L_T$, and the fluctuations seen are larger.

**How this compares with real copper**

The cross-section is that of a narrow interconnect, but $L_\phi=200$ nm is short for copper at $0.2$ K. It is meant for a line with magnetic impurities, of order 100 parts per million or more, whose spins disturb the electron phase; they can also change $C$, and $\delta G$ scales in proportion. In clean cold copper $L_\phi$ usually exceeds $L_T$, and the estimate with the extra factor $L_T/L_\phi$ is the appropriate one, provided that the wire is still much longer than $L_\phi$. A clean version of this $5\ \mu\text{m}$ line at $0.2$ K would not meet that condition: with dephasing by electron-electron scattering alone, $L_\phi$ is estimated at roughly 4 to 6 $\mu\text{m}$, which leaves only about one segment. If $L_\phi$ is held at 200 nm and the line is warmed to 4 K, $L_T$ drops to 148 nm. That is the crossover region, where a reduction by a factor of order one is expected. At 300 K, the same $D$ would give $L_T=17$ nm, below the mean free path used here, so the diffusive estimate of thermal averaging no longer applies. Lattice vibrations also shorten $L_\phi$ strongly. The value $0.31\ \mu\text{S}$ is therefore a low-temperature, order-of-magnitude estimate and must not be used for a working chip.

The numerical output below lists the values for each $N$ and for the copper line.

## Values computed for the example and the checks

```
STRIP SIMULATION (g per spin, units e^2/h)
strip width, segment length: 10, 30 sites
energy, disorder width: 0.5, 1.5 hopping units
open channels: 8; clean transmission: 8.000000
segment mean g: 2.543
segment rms g: 0.379; rms/mean: 0.149
N=2: rms g = 0.13630; rms*N^1.5/segment rms = 1.018
N=4: rms g = 0.04908; rms*N^1.5/segment rms = 1.037
N=8: rms g = 0.01752; rms*N^1.5/segment rms = 1.047
N=16: rms g = 0.00612; rms*N^1.5/segment rms = 1.034
N=32: rms g = 0.00221; rms*N^1.5/segment rms = 1.055
fitted exponent, independent segments: -1.490
exponent, identical segments: -1.000
coherent wire of 4 segment lengths: mean g = 0.655
coherent wire of 4 segment lengths: rms g = 0.338
rms ratio, thermal window kT/scale = 0.091: 0.9986
rms ratio, thermal window kT/scale = 20: 0.468
COPPER LINE (rough inputs)
length: 5.0 um; side: 30 nm
L_phi: 200 nm; temperature: 0.2 K
resistivity: 3.0 uOhm cm
electron density: 8.50e+28 m^-3; C: 1.0
Fermi velocity: 1.575e+06 m/s
mean free path: 21.9 nm
diffusion constant: 115.0 cm^2/s
coherence time: 3.48 ps
thermal length: 663 nm
number of segments: 25.0; N^1.5: 125.0
e^2/h: 38.740 uS
wire resistance: 166.67 Ohm; G: 6.000 mS
segment resistance: 6.667 Ohm
segment rms dR: 1.722 mOhm
wire rms dR: 8.609 mOhm
wire rms dG: 0.3099 uS = 0.00800 e^2/h
wire dG/G: 5.17e-05
wire rms dG at twice the length: 0.1096 uS
NEGLECTED EFFECTS AND LIMITS
thermal factor at tau_phi: 0.9865
thermal factor at 3 tau_phi: 0.8870
rms factor for neighbour correlation 0.25: 1.217
segment dG/G (nonlinearity): 2.58e-04
localization scale L*G/(e^2/h): 774 um
bias k_B T/e: 17.23 uV; signal there: 0.890 nV
Johnson noise: 0.0429 nV/sqrt(Hz)
thermal length at 4 K: 148 nm
thermal length at 300 K: 17.1 nm
```
